# Choosing how to evaluate Dirac traces: pairings, Pfaffian or matrix products

A fast electron passes through the field of a nucleus and is deflected. The beam is unpolarized and the detector does not register spin, so the observed probability is averaged over the two initial spin states and summed over the final ones, which is half the sum over both. In units $\hbar=c=1$, with spinors normalized so that $\sum_s u\bar u=\not p+m$, an amplitude $\bar u'\Gamma u$ contributes

$$\sum_{\rm spins}|\bar u'\Gamma u|^2=\mathrm{Tr}\big[(\not p'+m)\,\Gamma\,(\not p+m)\,\bar\Gamma\big],\qquad \bar\Gamma=\gamma^0\Gamma^\dagger\gamma^0 .$$

This holds because the complex conjugate of $\bar u'\Gamma u$ is $\bar u\bar\Gamma u'$, and the spin sums replace $u\bar u$ and $u'\bar u'$ by matrices. Every additional interaction with the field puts more gamma matrices into $\Gamma$. The numerical task is then to evaluate traces of long strings of slashed vectors.

In a relativistic program, a trace-evaluation setting can select among three methods: a sum over pairings of the vectors, a Pfaffian of their scalar products, or multiplication of the 4×4 matrices. They give the same number in exact arithmetic, but differ in cost, in sensitivity to rounding and in the input they need.

## What the setting computes

The metric is $(+,-,-,-)$, and $\not a=\gamma^\mu a_\mu$ with real $a$. The gamma matrices satisfy $\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}$ and $\mathrm{Tr}\,1=4$. Contracting with $a_\mu b_\nu$ gives

$$\not a\not b=2a\cdot b-\not b\not a. \tag{1}$$

A string of odd length has zero trace. To see this, insert $1=\gamma_5^2$ and carry one $\gamma_5$ through the string. It anticommutes with each factor, so the trace equals minus itself after cyclic rotation. Even strings remain:

$$T=\mathrm{Tr}(\not a_1\not a_2\cdots\not a_{2n}).$$

Use (1) to move $\not a_1$ to the right, one place at a time. Passing $\not a_j$ leaves a term $2a_1\cdot a_j$, with one minus sign for each of the $j-2$ vectors already passed. After all $2n-1$ exchanges,

$$T=2\sum_{j=2}^{2n}(-1)^j(a_1\cdot a_j)\,T_{\hat1\hat\jmath}-\mathrm{Tr}(\not a_2\cdots\not a_{2n}\not a_1),$$

where $T_{\hat1\hat\jmath}$ is the trace without vectors 1 and $j$. By cyclicity the last trace is $T$. Moving it to the left and dividing by 2 gives

$$T=\sum_{j=2}^{2n}(-1)^j(a_1\cdot a_j)\,T_{\hat1\hat\jmath}. \tag{2}$$

For $n=1$, with the empty trace equal to 4, this is $\mathrm{Tr}(\not a\not b)=4a\cdot b$.

## The Pfaffian and its matrix

The table of scalar products is symmetric, whereas a Pfaffian requires an antisymmetric matrix. The correct matrix keeps the upper triangle and reverses the sign below it:

$$A_{ij}=a_i\cdot a_j\ (i<j),\qquad A_{ji}=-A_{ij},\qquad A_{ii}=0.$$

To define its Pfaffian, introduce symbols $e_1,\ldots,e_{2n}$ that anticommute, $e_ie_j=-e_je_i$, so that $e_i^2=0$. Let

$$\omega=\sum_{i<j}A_{ij}e_ie_j,\qquad \frac{\omega^n}{n!}=\mathrm{Pf}(A)\,e_1e_2\cdots e_{2n}. \tag{3}$$

Terms in $\omega^n$ survive if they contain every symbol once, that is, if they pair up all the indices. Each pairing occurs in $n!$ orders, which the division removes. Thus $\mathrm{Pf}(A)$ is a signed sum over pairings. The first index has $2n-1$ possible partners, the next free index has $2n-3$, and so on, giving $(2n-1)!!$ terms.

Now separate index 1: $\omega=e_1\theta+\tilde\omega$, with $\theta=\sum_jA_{1j}e_j$. Pairs commute, $(e_1\theta)^2=0$, and $\tilde\omega^{\,n}=0$ because it would need $2n$ distinct symbols while $\tilde\omega$ contains only $2n-1$. Only the term linear in $e_1\theta$ survives in the binomial expansion:

$$\frac{\omega^n}{n!}=e_1\theta\,\frac{\tilde\omega^{\,n-1}}{(n-1)!}.$$

The term with $e_j$ from $\theta$ needs all the other symbols from $\tilde\omega$. Their coefficient is the Pfaffian of $A$ without rows and columns 1 and $j$. Moving $e_j$ to its natural place passes $j-2$ symbols and gives $(-1)^j$. Therefore

$$\mathrm{Pf}(A)=\sum_{j=2}^{2n}(-1)^jA_{1j}\,\mathrm{Pf}(A_{\hat1\hat\jmath}). \tag{4}$$

This is recursion (2), with the empty Pfaffian equal to 1 instead of 4. Induction on $n$ gives

$$\boxed{\mathrm{Tr}(\not a_1\cdots\not a_{2n})=4\,\mathrm{Pf}(A).} \tag{5}$$

For four vectors the three pairings give $4[(a_1\cdot a_2)(a_3\cdot a_4)-(a_1\cdot a_3)(a_2\cdot a_4)+(a_1\cdot a_4)(a_2\cdot a_3)]$.

## Computing it by elimination

Pairings need not be enumerated. Replace $A$ by $BAB^T$ in (3). This amounts to replacing each $e_k$ by $f_k=\sum_iB_{ik}e_i$, and antisymmetry gives $f_1\cdots f_{2n}=\det(B)\,e_1\cdots e_{2n}$. Hence

$$\mathrm{Pf}(BAB^T)=\det(B)\,\mathrm{Pf}(A). \tag{6}$$

Split off the first two indices:

$$A=\begin{pmatrix}P&R\\-R^T&C\end{pmatrix},\quad P=\begin{pmatrix}0&p\\-p&0\end{pmatrix},\quad R=\begin{pmatrix}u^T\\v^T\end{pmatrix}.$$

Choose

$$L=\begin{pmatrix}1&0\\R^TP^{-1}&1\end{pmatrix}.$$

In $LA$ the lower left block is $R^TP^{-1}P-R^T=0$, and the lower right block is $C'=C+R^TP^{-1}R$. Because $P^{-1}$ is antisymmetric, the upper right block of $L^T$ is $-P^{-1}R$. Multiplication by $L^T$ therefore changes the upper right block of $LA$ to $R-PP^{-1}R=0$. With

$$P^{-1}=\frac1p\begin{pmatrix}0&-1\\1&0\end{pmatrix},$$

the remaining block is

$$C'=C+\frac{vu^T-uv^T}{p}. \tag{7}$$

Since $\det L=1$, and the first row of $LAL^T$ contains only $p$, equations (6) and (4) give $\mathrm{Pf}(A)=p\,\mathrm{Pf}(C')$. Repeating the step turns the Pfaffian into a product of pivots.

If $p$ is zero or small, exchange index 2 with the index of the largest entry in the first row. Rows and columns must both be exchanged. The permutation has determinant $-1$, so each exchange reverses the sign of the result. If the whole first row vanishes, (4) gives zero. With this choice $|u_i/p|\le1$, so (7) gives

$$|C'_{ij}|\le|C_{ij}|+|v_i|+|v_j|,$$

and the largest entry grows by at most a factor 3 per step.

## A six-vector example

Take dimensionless vectors with components $(t,x,y,z)$:

- $a_1=(2,1,0,1)$, $a_2=(1,2,1,0)$
- $a_3=(3,0,1,1)$, $a_4=(1,1,1,0)$
- $a_5=(2,0,1,2)$, $a_6=(1,0,-1,1)$

For instance, $a_1\cdot a_2=2-2-0-0=0$ and $a_1\cdot a_3=6-0-0-1=5$. The full upper triangle is

$$A=\begin{pmatrix}
\cdot&0&5&1&2&1\\
&\cdot&2&-2&1&2\\
&&\cdot&2&3&3\\
&&&\cdot&1&2\\
&&&&\cdot&1\\
&&&&&\cdot
\end{pmatrix}.$$

The first pivot would be zero. Exchanging indices 2 and 3 gives $p=5$ and one minus sign. The remaining indices are $(2,4,5,6)$, with $u=(0,1,2,1)$ and $v=(-2,2,3,3)$. The first entry of $v$ is $A_{32}=-A_{23}$: the exchange acts on the matrix and does not reorder the physical string. Equation (7) gives

$$\begin{aligned}
C'_{24}&=-2+\tfrac{(-2)(1)-(0)(2)}5=-\tfrac{12}5,&
C'_{25}&=1+\tfrac{(-2)(2)-(0)(3)}5=\tfrac15,\\
C'_{26}&=2+\tfrac{(-2)(1)-(0)(3)}5=\tfrac85,&
C'_{45}&=1+\tfrac{(2)(2)-(1)(3)}5=\tfrac65,\\
C'_{46}&=2+\tfrac{(2)(1)-(1)(3)}5=\tfrac95,&
C'_{56}&=1+\tfrac{(3)(1)-(2)(3)}5=\tfrac25.
\end{aligned}$$

The largest entry in the new first row is already in place, so $p=-12/5$. The last entry becomes

$$\frac25+\frac{(6/5)(8/5)-(1/5)(9/5)}{-12/5}=\frac25-\frac{13}{20}=-\frac14.$$

With the sign from the exchange,

$$\mathrm{Pf}(A)=-\,5\left(-\frac{12}5\right)\left(-\frac14\right)=-3,\qquad T=-12.$$

Direct multiplication gives the same trace. The symmetric table of scalar products, diagonal included, has rank 4, as it must have at most for four-component vectors. The antisymmetric matrix has rank 6.

## Cost

Matrix multiplication can also be done in real arithmetic. For $a=(t,x,y,z)$ put $\not a=-iM(a)$, with

$$M(a)=\begin{pmatrix}-y&0&-x&t-z\\0&-y&t+z&-x\\-x&z-t&y&0\\-t-z&-x&0&y\end{pmatrix}.$$

Multiplying out gives $M(a)^2=-(a\cdot a)1$, so $\not a^2=a\cdot a$. Applying this to $a+b$ and subtracting the separate squares reproduces (1). The trace is $T=(-i)^{2n}\mathrm{Tr}\prod M=(-1)^n\mathrm{Tr}\prod M$.

Count multiplications and divisions. A scalar product takes 4, and there are $n(2n-1)$ of them.

- Pairings: each term needs $n-1$ multiplications, so the total is $4n(2n-1)+(n-1)(2n-1)!!$.
- Pfaffian: when $r$ indices remain, forming $u/p$ costs $r$ divisions, and the $r(r-1)/2$ new entries cost two multiplications each, together $r^2$. Summing over $r=2,4,\ldots,2n-2$ gives $2n(n-1)(2n-1)/3$. The scalar products add $4n(2n-1)$ and the product of pivots adds $n-1$.
- Matrices: a dense product costs 64. There are $2n-2$ full products, and the final trace costs 16, for a total of $128n-112$.

| $n$ | Pairings | Pfaffian | Matrices |
|---:|---:|---:|---:|
| 2 | 27 | 29 | 144 |
| 3 | 90 | 82 | 272 |
| 6 | 52239 | 489 | 656 |
| 7 | – | 734 | 784 |
| 8 | – | 1047 | 912 |
| 20 | – | 13019 | 2448 |

By this count the Pfaffian is cheapest from $n=3$ to $n=7$, and matrix multiplication from $n=8$. At $n=20$ the pairing formula gives about $6\times10^{24}$ operations. If the scalar products are already available, the Pfaffian's advantage extends to $n=10$, where it needs 1149 operations against 1168. These crossovers belong to the algorithms as described. Skipping zeros, sharing partial products or using optimized matrix routines moves them, and operation counts are not running times.

Masses need not multiply the work. Expanded term by term, a string with $f\ge1$ factors $\not p_i+m_i$ gives $2^{f-1}$ traces of even length, but one Pfaffian suffices. Treat every factor as $\not p_i+m_i$, with $m_i=0$ for a plain slashed vector, and append the factor $p=0$, $m=1$ if the number of factors is odd. Insert $\gamma_5^2=1$ between factors 1 and 2, 3 and 4, and so on. Factor $i$ becomes $b_i=(-1)^{i+1}\not p_i\gamma_5+m_i\gamma_5$, and $b_ib_j+b_jb_i=2[(-1)^{i+j+1}p_i\cdot p_j+m_im_j]$. The derivation of (2) used only such an anticommutator and cyclicity, so (5) holds with $A_{ij}=(-1)^{i+j+1}p_i\cdot p_j+m_im_j$ for $i<j$, at one extra multiplication per entry. Matrix multiplication takes each sum $\not p_i+m_i$ as one matrix, though in the representation above that matrix is complex.

## Rounding at moderate momenta

The errors below are medians over 41 random sets in double precision, relative to the exact trace of the stored components. Such medians shift by up to about a factor 2 from one random sample to another. With components between $-1$ and $1$, all three methods are accurate to a few times $10^{-16}$ at $n=4$. At $n=6$ the errors are $2.9\times10^{-15}$ for pairings, $5\times10^{-16}$ for the Pfaffian and $2\times10^{-16}$ for matrices. At $n=20$ the Pfaffian has $5.5\times10^{-15}$ and matrices $4\times10^{-16}$. For such input, accuracy is rarely a reason to choose between the last two.

Pivoting should stay on. Suppose $p$ is small and the other entries are of order one. The entries of $C'$ are then of order $1/p$ and carry rounding errors of order $\epsilon/p$, where $\epsilon=2^{-53}\approx1.1\times10^{-16}$ is the unit roundoff. The large part of $C'$ corresponds to a single product of two linear forms in the $e_i$, whose square vanishes, so it enters $\mathrm{Pf}(C')$ only once. For $n\ge3$, the error in $p\,\mathrm{Pf}(C')$ from this step is thus of order $p\,(1/p)(\epsilon/p)=\epsilon/p$. For $n=4$ and $a_1\cdot a_2=10^{-10}$ this estimate is $10^{-6}$. The measured error is $1.0\times10^{-6}$ without exchanges and $3\times10^{-16}$ with them.

## Rounding at high momenta

A Lorentz boost leaves the trace unchanged but enlarges the components. To see how errors in $A$ reach the result, take an invertible $A$ and $B=1+\tfrac12\delta A\,A^{-1}$. Both matrices are antisymmetric, so $(\delta A\,A^{-1})^T=A^{-1}\delta A$, and to first order

$$BAB^T=A+\tfrac12\delta A+\tfrac12\delta A=A+\delta A.$$

Equation (6), with $\det B=1+\tfrac12\mathrm{Tr}(\delta A\,A^{-1})$ to the same order, yields

$$\frac{\delta\mathrm{Pf}}{\mathrm{Pf}}=\frac12\mathrm{Tr}(A^{-1}\delta A). \tag{8}$$

Each of the four terms of a computed scalar product passes through at most four roundings, so to first order

$$|\delta A_{ij}|\le4\epsilon\,s_{ij},\qquad s_{ij}=\sum_\mu|a_i^\mu a_j^\mu|.$$

At large rapidity $\eta$, generic components grow as $e^\eta$ and $s_{ij}$ as $e^{2\eta}$, while $A$ stays fixed. The scalar products are small differences of large numbers.

For matrices, a boost acts as $\not a\to S\not aS^{-1}$, where $S$ and $S^{-1}$ have norm $e^{\eta/2}$. A partial product and the next factor can each have norm of order $e^\eta$, so rounding their product can leave an error $\epsilon e^{2\eta}$. The rest of the string can multiply this by another $e^\eta$. The resulting upper estimate is $\epsilon e^{3\eta}$.

For $n=4$, a common boost along $(1,2,2)/3$ and the matrices $M(a)$ above, the median errors relative to the exact trace of the stored components are:

| $\eta$ | Pairings | Pfaffian | Matrices |
|---:|---:|---:|---:|
| 0 | $3.8\times10^{-16}$ | $3.6\times10^{-16}$ | $1.8\times10^{-16}$ |
| 3 | $2.1\times10^{-14}$ | $2.2\times10^{-14}$ | $5.0\times10^{-14}$ |
| 6 | $4.4\times10^{-12}$ | $4.4\times10^{-12}$ | $3.1\times10^{-10}$ |

From $\eta=3$ to 6 the Pfaffian error grows by a factor 200, compared with $e^6\approx400$. The matrix error grows by about 6000, compared with $e^9\approx8000$. Being ratios of sample medians, these factors are uncertain by about a factor 2 and fix only the order of growth. In this direction the matrix error grows almost as fast as its upper estimate $\epsilon e^{3\eta}$, while remaining a few tens of times smaller at both rapidities. Such growth is not general: it depends on the boost direction and on the representation. A boost along $z$ multiplies $t+z$ by $e^{\eta}$ and $t-z$ by $e^{-\eta}$, so for $M(a)$ it is the diagonal matrix $S=\mathrm{diag}(e^{-\eta/2},e^{\eta/2},e^{-\eta/2},e^{\eta/2})$. All terms that make up a given entry of a product are then rescaled by the same factor, and the error relative to the exact trace of the stored components does not grow with $\eta$.

When each scalar product is formed exactly from the stored components and rounded once, the Pfaffian error at $\eta=6$ falls to $3\times10^{-16}$. The loss in the Pfaffian method therefore comes from forming the scalar products, not from elimination.

This does not repair the stored components. Their own rounding changes $a_i\cdot a_j$ by up to $2\epsilon s_{ij}$, again of order $e^{2\eta}$. It is better to obtain the invariants before boosting, or from a formula without cancellation. For two particles with energies $E_i$, masses $m_i$, momentum magnitudes $k_i$ and relative angle $\vartheta$, use $1-\cos\vartheta=2\sin^2(\vartheta/2)$ and $E_i^2=m_i^2+k_i^2$:

$$p_1\cdot p_2=E_1E_2-k_1k_2\cos\vartheta
=\frac{m_1^2E_2^2+m_2^2k_1^2}{E_1E_2+k_1k_2}+2k_1k_2\sin^2\frac{\vartheta}{2}.$$

The fraction is $E_1E_2-k_1k_2$ multiplied and divided by $E_1E_2+k_1k_2$. All terms are nonnegative, so no leading digits cancel, provided the masses and the angle are themselves known accurately.

## Which choice to make

- **Pairings** suit two or three pairs, especially when an explicit formula in the scalar products is wanted.
- **The Pfaffian**, with pivoting, suits strings of moderate length and is the natural choice when accurate invariants are available, above all when all vectors share a large boost, the one high-momentum case examined here.
- **Matrix multiplication** suits long strings and components of moderate size, or a common boost along an axis for which $S$ is diagonal in the representation used, although the rounding already present in the stored components then remains. It takes an explicit $\gamma_5$ as one more matrix. Formula (5) can include it too, through $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3=-i\not e_0\not e_1\not e_2\not e_3$ with the coordinate unit vectors $e_\mu$, but this lengthens the string by four vectors and needs the components, not only the invariants $a_i\cdot a_j$.

When the trace nearly vanishes although its individual terms do not, a small relative error cannot be expected from ordinary rounded input. The absolute error, compared with the other contributions to the probability, is then the useful measure. The numerical check supplies the errors and the tabulated counts; the counts for $n=10$ follow from the formulas it tests.

## Numbers as computed

```
Example, dimensionless; components (t,x,y,z)
a1 = (2, 1, 0, 1)
a2 = (1, 2, 1, 0)
a3 = (3, 0, 1, 1)
a4 = (1, 1, 1, 0)
a5 = (2, 0, 1, 2)
a6 = (1, 0, -1, 1)
a1.a_j, j=2..6: 0 5 1 2 1
a2.a_j, j=3..6: 2 -2 1 2
a3.a_j, j=4..6: 2 3 3
a4.a_j, j=5..6: 1 2
a5.a_j, j=6..6: 1
step 1: pivot column 3, pivot 5
  reduced row 1, right of diagonal: -12/5 1/5 8/5
  reduced row 2, right of diagonal: 6/5 9/5
  reduced row 3, right of diagonal: 2/5
step 2: pivot column 2, pivot -12/5
  reduced row 1, right of diagonal: -1/4
step 3: pivot column 2, pivot -1/4
Pfaffian = -3 ; trace = -12
rank: symmetric 4 , antisymmetric 6
Counted multiplications+divisions: pairings, Pfaffian, direct
n=2: 27, 29, 144
n=3: 90, 82, 272
n=4: 427, 171, 400
n=5: 3960, 304, 528
n=6: 52239, 489, 656
n=7: not run, 734, 784
n=8: not run, 1047, 912
n=20: not run, 13019, 2448
n=20 pairings, from the tested formula: 6.077e+24
Median relative errors, 41 random sets, double precision
pairings, Pfaffian, direct
n=2: 1.3e-16, 1.8e-16, 1.2e-16
n=4: 4.5e-16, 3.6e-16, 2.3e-16
n=6: 2.9e-15, 5.3e-16, 1.7e-16
n=10: not run, 1.7e-15, 4.7e-16
n=20: not run, 5.5e-15, 3.9e-16
Boosted sets, n=4, median relative errors
pairings, Pfaffian, direct, Pfaffian with rounded exact products
rapidity 0: 3.8e-16, 3.6e-16, 1.8e-16, 3.2e-16
rapidity 3: 2.1e-14, 2.2e-14, 5.0e-14, 3.1e-16
rapidity 6: 4.4e-12, 4.4e-12, 3.1e-10, 2.7e-16
exp(2*rapidity) at rapidity 6 = 1.628e+05
n=4, a1.a2 = 1.0e-10, median relative errors:
pivoted 3.0e-16, unpivoted 9.9e-07
```
